# Third-harmonic current of warm electrons with one energy relaxation time, part 1

(Sections cited here and not found follow in the second part.)

## Heating, delay and the third harmonic

A thin piece of lightly doped semiconductor carries a microwave current. At a weak field the current copies the waveform of the field. At a somewhat stronger field the electrons become slightly warmer than the lattice, their mobility changes a little, and a current at three times the driving frequency appears. As the frequency is raised, this third harmonic weakens, although the ordinary current still follows the field without visible delay. The two currents must therefore be governed by different times, and the question is how the slower one enters the third harmonic.

Let the field inside the sample be uniform and sinusoidal,

$$E(t)=E_0\cos\omega t .$$

It has no component at $3\omega$, which means that the circuit must not let the generated current build up a voltage at that frequency. If a field at $3\omega$ did build up, it would drive its own ohmic current, to be added to the one calculated here. The electron density $n$ is constant and the lattice temperature $T_L$ is fixed. With $e>0$, let $v$ be the drift velocity counted in the direction of the force, so that a positive field gives a positive $v$ and a current density $j=nev$ along the field.

Collisions remove momentum in a time $\tau$, so the drift obeys

$$m\frac{dv}{dt}=eE-\frac{mv}{\tau}.$$

If $\tau$ is very short compared with the period and with the time in which the electron temperature changes, the left side is negligible beside the friction term. Then

$$v=\frac{e\tau}{m}E=\mu E,\qquad j(t)=ne\,\mu(T_e(t))\,E(t).$$

This is what instantaneous momentum relaxation means. The mobility $\mu=e\tau/m$ depends on how energetic the electrons are, because the collision rate does. The first real assumption of the model is that one variable, the electron temperature $T_e$, describes this energy at every moment. The current then follows the field at once, but the mobility carries a memory of earlier heating.

The field does work on each electron at the rate $eEv=e\mu E^2$. The mean thermal energy per electron is $CT_e$ with $C=3k_B/2$ for a nondegenerate gas, and the lattice takes up energy at a rate $P(T_e)$ per electron. The balance is

$$C\frac{dT_e}{dt}=e\mu(T_e)E^2-P(T_e),\qquad P(T_L)=0 .$$

The kinetic energy of the drift itself has been left out here. It vanishes with the momentum relaxation time at fixed mobility, and the second half puts it back.

"Warm" means that $T_e$ stays close to $T_L$. With $\theta=T_e/T_L$, the loss can be expanded about equilibrium:

$$P(T_e)=P'(T_L)\,T_L(\theta-1)+O\big((\theta-1)^2\big).$$

The energy relaxation time is defined by the slope of the loss at the lattice temperature,

$$\tau_E=\frac{C}{P'(T_L)} .$$

No linear law for strong heating is implied. The curvature of $P$ affects higher orders in the field only, since it multiplies the square of a small temperature rise.

The mobility is expanded in the same way. Let $\mu_0=\mu(T_L)$ and let

$$p=-\left.\frac{d\ln\mu}{d\ln T_e}\right|_{T_L},\qquad \mu=\mu_0\big[1-p(\theta-1)+O((\theta-1)^2)\big].$$

A positive $p$ means that heating lowers the mobility, and a negative $p$ means that heating raises it. In the heating term $e\mu E^2$ the mobility can be replaced by $\mu_0$, because its change is already proportional to $E^2$ and would contribute to the heating in order $E^4$. Dividing the energy balance by $P'(T_L)T_L$ gives

$$\tau_E\frac{d\theta}{dt}=h\,\frac{E^2(t)}{E_0^2}-(\theta-1),\qquad h=\frac{e\mu_0\tau_EE_0^2}{CT_L}.$$

The dimensionless number $h$ is the energy supplied in one relaxation time by a steady field $E_0$, divided by the thermal energy. The expansion requires $h\ll1$.

A constant field fixes the coefficient with which the harmonic will be compared. For constant $E$ the derivative vanishes, so $\theta-1=hE^2/E_0^2$, and

$$\mu=\mu_0(1-\beta E^2),\qquad \beta=\frac{ph}{E_0^2}=\frac{p\,e\mu_0\tau_E}{CT_L}.$$

Thus $\beta E_0^2=ph$. The coefficient $\beta$ contains the energy relaxation time: electrons that keep their energy longer become hotter in the same steady field.

For the oscillating field the heating contains

$$\cos^2\omega t=\tfrac12+\tfrac12\cos2\omega t .$$

The constant part produces a steady temperature rise $\theta-1=h/2$. For the oscillating part write

$$\theta_2(t)=\mathrm{Re}\big[A\,e^{-2i\omega t}\big].$$

The derivative brings down $-2i\omega$, and the equation for the complex amplitude is

$$-2i\omega\tau_E A=\frac h2-A,\qquad A=\frac{h/2}{1-2i\omega\tau_E}.$$

A solution of the homogeneous equation, proportional to $e^{-t/\tau_E}$, may be added, but it dies out after the field has been switched on. The periodic state is what remains.

To read off amplitude and phase, write the denominator in polar form:

$$1-2i\omega\tau_E=\sqrt{1+4\omega^2\tau_E^2}\;e^{-i\phi},\qquad \tan\phi=2\omega\tau_E,\quad 0\le\phi<\frac\pi2 .$$

Its inverse has the phase $+\phi$, and $\mathrm{Re}\,e^{i\phi-2i\omega t}=\cos(2\omega t-\phi)$. With the abbreviation

$$S=\frac1{\sqrt{1+4\omega^2\tau_E^2}}$$

the temperature is

$$\theta-1=\frac h2\big[1+S\cos(2\omega t-\phi)\big].$$

The temperature peaks after the heating does. The factor 4 under the root is the square of the factor 2 in $2\omega$: the electrons are heated twice per field period, since a field of either sign heats them, and the energy has to follow this doubled frequency.

The mobility is now inserted into $j=ne\mu E$:

$$\frac{j}{ne\mu_0E_0}=\left[1-\frac{\beta E_0^2}{2}-\frac{\beta E_0^2}{2}S\cos(2\omega t-\phi)\right]\cos\omega t .$$

The product of cosines splits into a sum and a difference frequency,

$$\cos(2\omega t-\phi)\cos\omega t=\tfrac12\cos(3\omega t-\phi)+\tfrac12\cos(\omega t-\phi).$$

The part at $3\omega$ is therefore

$$j_3(t)=-\frac{ne\mu_0\beta E_0^3}{4}\;\frac{\cos(3\omega t-\phi)}{\sqrt{1+4\omega^2\tau_E^2}} .$$

This is the result sought. The amplitude is reduced by $1/\sqrt{1+4\omega^2\tau_E^2}$ relative to its value at very low frequency, with the field amplitude, $n$, $\mu_0$ and $\beta$ held fixed. The minus sign belongs to a mobility that falls on heating. If the mobility rises, $\beta$ is negative and the harmonic changes sign, while the reduction factor stays the same. In this order no second harmonic of the current appears, because an even modulation of the mobility multiplies an odd field.

The low-frequency limit can be confirmed without the energy equation. If the temperature follows the field at once, the nonlinear current is $-ne\mu_0\beta E^3$, and

$$\cos^3\omega t=\tfrac34\cos\omega t+\tfrac14\cos3\omega t$$

gives the factor $1/4$ directly. In the opposite limit $\omega\tau_E\gg1$ the factor $S$ tends to $1/(2\omega\tau_E)$ and $\phi$ tends to $90^\circ$. Inserting $\beta$, the relative amplitude becomes

$$\frac{|j_3|}{ne|\mu_0|E_0}\to\frac{|\beta|E_0^2}{8\omega\tau_E}=\frac{|p|\,e\mu_0E_0^2}{8\,\omega\,CT_L}.$$

The relaxation time has dropped out. The loss to the lattice then stays nearly constant during a period and balances the mean heating. The temperature swing is set by the variation of the heating about this mean, by the time for which it lasts, and by the heat capacity.

This limit shows what the word "suppression" does and does not say. Suppose that two materials have the same $n$, $\mu_0$, $p$, $C$ and $T_L$ but different energy relaxation times. Since $\beta\propto\tau_E$, their third harmonics at a given field and frequency are proportional to

$$\frac{\tau_E}{\sqrt{1+4\omega^2\tau_E^2}}=\frac{1}{\sqrt{\tau_E^{-2}+4\omega^2}},$$

which grows with $\tau_E$ and saturates. Slow energy relaxation does not make the harmonic smaller in this comparison. It makes the static nonlinearity larger, and the oscillating response falls short of that larger value.

The same heating changes the fundamental. Its complex amplitude $J_1$, in units of $ne\mu_0E_0$ and multiplying $e^{-i\omega t}$, collects the steady heating and the difference-frequency term:

$$J_1=1-\beta E_0^2\left[\frac12+\frac{1}{4(1-2i\omega\tau_E)}\right].$$

At low frequency the bracket is $3/4$, in agreement with the expansion of the cube. At high frequency it is $1/2$: the electrons are still warm on average, but their temperature no longer swings. In between, the imaginary part is

$$\mathrm{Im}\,J_1=-\frac{\beta E_0^2}{4}\,\frac{2\omega\tau_E}{1+4\omega^2\tau_E^2}.$$

For $\beta>0$ it is negative, which with the factor $e^{-i\omega t}$ means that the fundamental current runs slightly ahead of the field. The reason is the delay of the temperature. Before a field maximum the electrons are cooler, and hence more mobile, than at the same field after the maximum, so the current peaks early. A finite momentum relaxation time, neglected here, delays the current and can outweigh this small lead. The magnitude is greatest at $2\omega\tau_E=1$, where the fraction $x/(1+x^2)$ has its maximum of $1/2$.

The linear energy equation can also be solved for an arbitrary waveform. Multiplying by $e^{t/\tau_E}$ turns the terms in $\theta$ into a total derivative, and integrating from the distant past gives

$$\theta(t)-1=\frac{h}{E_0^2}\int_0^\infty\frac{ds}{\tau_E}\,e^{-s/\tau_E}E^2(t-s).$$

Hence

$$j(t)=ne\mu_0E(t)\left[1-\beta\int_0^\infty\frac{ds}{\tau_E}\,e^{-s/\tau_E}E^2(t-s)\right].$$

The factor $E(t)$ in front of the bracket acts at once, and the two factors of the field in $E^2(t-s)$ act through the memory. For the component $e^{-2i\omega t}$ of $E^2$ the memory integral is

$$\int_0^\infty\frac{ds}{\tau_E}\,e^{-s/\tau_E+2i\omega s}=\frac1{1-2i\omega\tau_E},$$

as before.

This form shows how much rests on the word "single". Suppose that the mobility responds through several independent modes with positive weights $w_i$ adding to one and times $\tau_i$. The factor becomes

$$R=\sum_i\frac{w_i}{1-2i\omega\tau_i}.$$

Let angle brackets denote averages with the weights $w_i$. At low frequency $R\approx1+2i\omega\langle\tau\rangle-4\omega^2\langle\tau^2\rangle$, and its squared magnitude is

$$|R|^2\approx1-4\omega^2\big(2\langle\tau^2\rangle-\langle\tau\rangle^2\big).$$

At high frequency $|R|\approx\langle1/\tau\rangle/(2\omega)$. A single time $\tau_*$ that fits both ends would need $\tau_*^2=2\langle\tau^2\rangle-\langle\tau\rangle^2$, which is at least $\langle\tau\rangle^2$, and also $\tau_*=1/\langle1/\tau\rangle$, which is at most $\langle\tau\rangle$. Both can hold only if $\tau_*=\langle\tau\rangle$ and the times do not differ. A spread of relaxation times therefore changes the shape of the curve, not just its scale.

The derivation kept the lowest order in the field. To test it, the energy balance was integrated in time with the full laws $\mu=\mu_0\theta^{-p}$ and $P\propto(\theta-1)\theta^q$, and the current was projected on $e^{-3i\omega t}$. The cases $(\omega\tau_E,p,q)$ were $(0.1,0.5,0)$, $(0.6,0.5,0.7)$, $(1.5,-1.5,0)$ and $(3,0.5,-0.4)$. After extrapolation to zero field from $h=0.002$ and $h=0.001$, the complex amplitude, which includes the phase, agreed with the formula to within a relative difference of $6\times10^{-6}$. The values of $q$ confirm that only the slope of the loss matters in this order. At finite field, with $\omega\tau_E=0.6$, $p=0.5$ and $q=0$, the relative error of the formula fell by a factor of 1.99 when $h$ was halved from 0.01 to 0.005. The neglected terms are thus of relative order $E_0^2$, as the expansion implies.

For a single electron temperature and instantaneous momentum relaxation, the lowest-order third harmonic is reduced by $1/\sqrt{1+4\omega^2\tau_E^2}$ from its low-frequency value and lags by $\phi=\arctan(2\omega\tau_E)$. It remains to include a finite momentum relaxation time, to put in numbers for germanium, and to examine what changes when a single electron temperature cannot be assumed.
